# The Poole-Frenkel slope at 400 K and a missing factor of two

**Problem.** A dielectric film of relative permittivity $\varepsilon_r=2.5$ leaks at $T=400$ K by ideal Poole-Frenkel emission: electrons are thermally released from traps in the bulk, and the field $E$ helps them out. Show that a plot of $\ln(J/E)$ against $\sqrt E$, with $J$ the current density and $E$ in MV/cm, is a straight line of slope near $13.9\ (\mathrm{MV/cm})^{-1/2}$.

"Ideal" stands for these assumptions. A trap is neutral when filled and positive when empty, so a departing electron is attracted by a charge $+q$, where $q>0$ is the elementary charge. The field is uniform, each trap acts alone, and there is no tunnelling. The mobility $\mu$, the attempt rate $\nu$ and the capture coefficient $c$ do not depend on the field. Charged acceptors of density $N_a$ keep a fixed number of traps empty, and the free-electron density $n$ is small compared with the densities of empty and of filled traps. The value 2.5 is the permittivity that screens the charge during the escape.

## A tempting solution

Let $x$ be the distance from the empty trap, measured along the force that the field exerts on the electron (opposite to the field itself). With $\varepsilon=\varepsilon_0\varepsilon_r$, the potential energy is

$$U(x)=-\frac{q^2}{4\pi\varepsilon x}-qEx .$$

The top of the barrier lies where the derivative vanishes:

$$\frac{dU}{dx}=\frac{q^2}{4\pi\varepsilon x^2}-qE=0
\quad\Longrightarrow\quad
x_m=\sqrt{\frac{q}{4\pi\varepsilon E}} .$$

On the way from the trap to $x_m$ the field does the work $qEx_m$ on the electron. This is the field's contribution to the escape, so the barrier is lowered by $qEx_m$, and the emission rate grows by the factor $\exp(qEx_m/k_BT)$.

At $E=1$ MV/cm the constants give $x_m=2.400$ nm. The force is $qE=0.1$ eV/nm, so the lowering is $0.240$ eV. With $k_BT=0.03447$ eV,

$$\frac{0.240}{0.03447}\approx 6.96 .$$

Since $qEx_m$ is proportional to $\sqrt E$, this number is also the slope in $(\mathrm{MV/cm})^{-1/2}$. It is half of what was to be shown.

## Where the fault lies

The position $x_m$ is right, and so is the work $qEx_m$. The error is to equate that work with the lowering of the barrier.

Without a field, the electron has to climb all the way out of the Coulomb well, to $x\to\infty$, where its energy is zero. With a field, it has to climb only to $x_m$, where the Coulomb energy is still negative. The lowering therefore has two parts: the work done by the field, and the part of the Coulomb climb that is no longer needed. The condition for $x_m$, multiplied by $x_m$, shows that they are equal:

$$\frac{q^2}{4\pi\varepsilon x_m}=qEx_m .$$

The tempting solution counts one of them.

The same fault can be seen by raising the field gradually from zero. Let $\Delta(E)=-U(x_m)$ be the lowering. When the field changes by $dE$, the barrier top moves, but $U$ is stationary there, so the movement does not change its height to first order. What remains is the explicit dependence of $U$ on the field, and $d\Delta=q\,x_m(E)\,dE$. Hence

$$\Delta(E)=\int_0^E q\sqrt{\frac{q}{4\pi\varepsilon E'}}\,dE'
=2q\sqrt{\frac{qE}{4\pi\varepsilon}}=2qEx_m .$$

The last step uses $\sqrt{qE/(4\pi\varepsilon)}=Ex_m$. At the weaker fields passed on the way, the barrier top was farther out than its final position. Using the final $x_m$ throughout loses half of the lowering.

## The right solution

**The barrier.** The second derivative, $U''(x)=-q^2/(2\pi\varepsilon x^3)$, is negative, so $x_m$ is a maximum along the axis. Its energy is

$$U(x_m)=-\frac{q^2}{4\pi\varepsilon x_m}-qEx_m=-2qEx_m ,$$

and therefore

$$\Delta=2qE\sqrt{\frac{q}{4\pi\varepsilon E}}
=\sqrt{\frac{4q^2E^2\,q}{4\pi\varepsilon E}}
=\sqrt{\frac{q^3E}{\pi\varepsilon}} .$$

The electron may also leave at an angle $\theta$ to the force. Along such a ray the field term is $-qEr\cos\theta$, so for $\cos\theta>0$ the field $E$ is replaced by $E\cos\theta$, and the top lies at $-\Delta\sqrt{\cos\theta}$. This is lowest at $\theta=0$. At $\theta=90^\circ$ the barrier keeps its zero-field height, and for $\cos\theta<0$ the energy along the ray rises without limit, so the electron cannot escape straight along it. The easiest way out is thus along the force, and the ideal law uses the barrier height found there.

Let $\phi$ be the trap depth, the energy needed for escape at zero field. The trap level is taken to stay at $-\phi$ when the field is applied. The remaining barrier is then $\phi-\Delta$, and a filled trap emits at the rate $\nu\exp[-(\phi-\Delta)/k_BT]$.

**The number of free electrons.** Let $N_d$ be the density of traps. Each empty trap carries one positive charge, and the negative charges are the acceptors and the free electrons. Neutrality gives $N_a+n$ empty traps, which leaves $N_d-N_a-n$ filled ones. In the steady state emission equals capture:

$$\nu\,e^{-(\phi-\Delta)/k_BT}\,(N_d-N_a-n)=c\,n\,(N_a+n).$$

By assumption $n$ is negligible beside $N_a$ and beside $N_d-N_a$, so it can be dropped in both brackets. It stays as the separate factor on the right. With $N_1=\nu/c$, which has the dimension of a density,

$$n=N_1\,\frac{N_d-N_a}{N_a}\,e^{-(\phi-\Delta)/k_BT}.$$

**The line.** The current density is $J=q\mu nE$. Division by $E$ removes the explicit factor of the field, and the logarithm gives

$$\ln\frac JE=\ln\!\left[q\mu N_1\frac{N_d-N_a}{N_a}\right]-\frac{\phi}{k_BT}+S\sqrt E,
\qquad
S=\frac{1}{k_BT}\sqrt{\frac{q^3}{\pi\varepsilon_0\varepsilon_r}} .$$

The logarithms refer to numerical values in a fixed unit of conductivity. Another unit shifts the line without changing its slope.

**The number.** For $E$ in MV/cm, $S$ has the numerical value of $\Delta/k_BT$ at 1 MV/cm:

$$\Delta=2\times 0.1\ \tfrac{\mathrm{eV}}{\mathrm{nm}}\times 2.400\ \mathrm{nm}=0.480\ \mathrm{eV},
\qquad
S=\frac{0.480}{0.03447}\approx 13.9\ (\mathrm{MV/cm})^{-1/2}.$$

This is the stated slope. If the vertical axis shows $\log_{10}(J/E)$ instead, the slope is divided by $\ln 10$ and becomes 6.05.

Since $S\propto 1/(T\sqrt{\varepsilon_r})$, cooling to 300 K steepens the line to $13.925\times 4/3\approx 18.6$. At 400 K, a permittivity of 4.0 flattens it to $13.925\times\sqrt{2.5/4.0}\approx 11.0$. Stronger screening weakens the Coulomb well and brings the barrier top closer to the trap, so the field gains less.

## A worked line

Take a model film with $\phi=1.3$ eV, $N_d=10^{18}\ \mathrm{cm^{-3}}$, $N_a=5\times10^{17}\ \mathrm{cm^{-3}}$, $N_1=10^{19}\ \mathrm{cm^{-3}}$ and $\mu=0.01\ \mathrm{cm^2/(V\,s)}$. At 1 MV/cm the remaining barrier is $1.300-0.480=0.820$ eV, or $23.8\,k_BT$. The ratio $(N_d-N_a)/N_a$ equals one, so

$$n=10^{19}\,e^{-0.820/0.03447}\ \mathrm{cm^{-3}}\approx4.66\times10^{8}\ \mathrm{cm^{-3}} .$$

This is about $10^{-9}$ of $N_a$, which justifies dropping $n$ in the brackets. The current density $q\mu nE$ is $7.47\times10^{-7}\ \mathrm{A/cm^2}$, and $\ln(J/E)=-27.923$ with $J/E$ in S/cm.

At 0.25 MV/cm, where $\sqrt E=0.50$, the same calculation gives $-34.886$. The slope between the two points is

$$\frac{-27.923-(-34.886)}{1.00-0.50}=\frac{6.963}{0.50}\approx13.9 .$$

The numerical output contains two further fields. There the barrier top was located by a numerical search, and $n$ was found from the full balance equation without the small-$n$ approximation. The fitted slope agrees with the formula to the digits shown.

One assumption is strained by these densities. The mean trap spacing $N_d^{-1/3}$ is 10 nm, while at 0.25 MV/cm the barrier top lies 4.8 nm from the trap, so neighbouring wells would disturb it. The remedy is to divide $N_d$ and $N_a$ by 1000. The spacing becomes 100 nm, the ratio $(N_d-N_a)/N_a$ is unchanged, and $n$ is still tiny compared with $N_a$. Within the model, the calculated line then stays where it is.

## When the slope is halved after all

The value 6.96 can also arise from correct physics, if the compensating acceptors are missing. Keep $n\ll N_d-N_a$, but allow any ratio of $n$ to $N_a$. The balance becomes

$$n\,(N_a+n)=N_1(N_d-N_a)\,e^{-(\phi-\Delta)/k_BT}.$$

Take the logarithm and differentiate with respect to $s=\sqrt E$. The right side gives $S$, and the left side gives

$$\frac1n\frac{dn}{ds}+\frac{1}{N_a+n}\frac{dn}{ds}
=\frac{d\ln n}{ds}\left(1+\frac{n}{N_a+n}\right)
=\frac{d\ln n}{ds}\,\frac{N_a+2n}{N_a+n}.$$

Since $J/E=q\mu n$ with constant $\mu$, the slope of the plot is

$$\frac{d\ln(J/E)}{d\sqrt E}=S\,\frac{N_a+n}{N_a+2n}.$$

For $n\ll N_a$ this is $S$. For $N_a=0$ it is $S/2$, because each emitted electron also leaves behind an empty trap that can capture. The density of free electrons then varies as the square root of the emission factor. Solving the balance for the model film without acceptors gives a slope of 6.96 and $n=2.16\times10^{13}\ \mathrm{cm^{-3}}$ at 1 MV/cm.

The agreement with the tempting solution is a coincidence of two factors of one half. In the uncompensated film the barrier is still lowered by the full 0.480 eV at 1 MV/cm; what changes is the statistics of the traps. A measured slope near 7 would therefore not show that the barrier of a bulk trap is lowered by only $qEx_m$. It does not single out missing compensation either. In Schottky emission from an electrode, the electron is attracted by its image charge, with energy $-q^2/(16\pi\varepsilon x)$, and the lowering is $\sqrt{q^3E/(4\pi\varepsilon)}$. This is also 0.240 eV at 1 MV/cm and puts the same 6.96 into the exponent.

## Reading a measured plot

**The vertical axis matters.** If $\ln J$ is plotted instead of $\ln(J/E)$, the extra term is $\ln E=2\ln\sqrt E$, and

$$\frac{d\ln J}{d\sqrt E}=S+\frac{2}{\sqrt E}.$$

The plot is curved and too steep. Between 0.25 and 1.00 MV/cm the extra term adds $\ln 4/0.50\approx2.77$ to the mean slope, which becomes 16.7. Someone who took this for $S$ and solved for the permittivity would obtain $2.5\times(13.925/16.698)^2\approx1.74$ instead of 2.5.

**The permittivity is a check on the factor of two.** Suppose a slope of 13.9 is measured at 400 K and interpreted with the halved lowering. To double the predicted slope from 6.96, the permittivity must be divided by four, which gives about 0.63. A value below one is not acceptable for the screening of a charge in this dielectric, so the formula would betray itself.

**The range of fields is limited.** The barrier vanishes when $\Delta=\phi$. For the model film this happens at $(1.3/0.480)^2\approx7.3$ MV/cm. Thermal emission over a barrier requires $\phi-\Delta\gg k_BT$, so as the field rises, the law breaks down already before this value is reached. Tunnelling and dielectric breakdown, which are left out here, limit it further. Thermally assisted tunnelling through the top of the barrier matters well below 7.3 MV/cm. A one-dimensional WKB estimate at 400 K raises the emission rate at 1 MV/cm by a factor of about 1.25 for the free-electron mass and about 1.8 for an effective mass of 0.4, and it steepens the mean slope between 0.25 and 1 MV/cm to about 14.3 and 15.0. For the lighter mass the factor reaches about 8 at 2 MV/cm. At the weak-field end, the law needs $\Delta\gg k_BT$. Otherwise the barrier along the force is hardly lower than in other forward directions, and singling it out has no justification.

**Other directions lower the slope.** Suppose that the electron attempts to escape equally often in all directions, and that for $\cos\theta>0$ it meets the barrier $\phi-\Delta\sqrt{\cos\theta}$. The remaining directions contribute negligibly when $\Delta\gg k_BT$. Write $\gamma=\Delta/k_BT=S\sqrt E$. For $\gamma\gg1$ small angles dominate, where $\sin\theta\approx\theta$ and $\sqrt{\cos\theta}\approx1-\theta^2/4$. The factor $e^{\gamma}$ in the emission rate is then replaced by the average

$$\frac12\int_0^\infty\theta\,e^{\gamma(1-\theta^2/4)}\,d\theta
=\frac{e^\gamma}{2}\cdot\frac{2}{\gamma}=\frac{e^\gamma}{\gamma}.$$

The upper limit may be set to infinity because the integrand has died out long before. The new factor $1/\gamma$ adds $-\ln\sqrt E$ and a constant to $\ln(J/E)$, so to leading order the slope becomes $S-1/\sqrt E$. At 1 MV/cm it drops by about 1, from 13.9 to roughly 13. The size of this correction belongs to the picture of straight rays. If the electron instead diffuses through the saddle of the three-dimensional potential, the prefactor varies as $E^{-3/4}$, the slope becomes $S-3/(2\sqrt E)$ to leading order, and it is about 12.4 at 1 MV/cm. The ideal law leaves this out by taking one escape direction and a constant attempt rate, and the figure 13.9 belongs to that law.

## Computed results

```
temperature = 400 K, relative permittivity = 2.5
trap depth = 1.3 eV, mobility = 0.01 cm^2/(V s)
traps = 1.0e+18 cm^-3, acceptors = 5.0e+17 cm^-3
rate ratio N_1 = 1.0e+19 cm^-3
thermal energy kB*T = 0.03447 eV
E (MV/cm), sqrt(E), x_m (nm), lowering (eV), n (cm^-3), J (A/cm^2), ln(J/E in S/cm)
0.25  0.50  4.800  0.2400  4.411e+05  1.767e-10  -34.886
0.49  0.70  3.429  0.3360  7.146e+06  5.610e-09  -32.101
0.64  0.80  3.000  0.3840  2.876e+07  2.949e-08  -30.708
1.00  1.00  2.400  0.4800  4.660e+08  7.466e-07  -27.923
slope from formula = 13.925 (MV/cm)^(-1/2)
slope from rate balance = 13.925 (MV/cm)^(-1/2)
slope with log10 = 6.048 (MV/cm)^(-1/2)
slope at 300 K, permittivity 2.5 = 18.567 (MV/cm)^(-1/2)
slope at 400 K, permittivity 4.0 = 11.009 (MV/cm)^(-1/2)
slope without acceptors = 6.963 (MV/cm)^(-1/2)
n without acceptors at 1 MV/cm = 2.159e+13 cm^-3
ln J plot, slope from first to last field = 16.698 (MV/cm)^(-1/2)
part of it due to the factor E = 2.773 (MV/cm)^(-1/2)
field at which the barrier vanishes = 7.34 MV/cm
barrier left at 1 MV/cm = 0.8200 eV = 23.8 kB*T
```
